# Correlated errors in the energy difference of two hafnia polymorphs

## The question

A calculation gives energies $E_1$ and $E_2$ for two polymorphs of hafnia, HfO$_2$. Phase 1 is the non-polar monoclinic phase and phase 2 a polar orthorhombic one. Both energies are per formula unit (f.u.) and are measured from the same reference, for instance the separated elements.

The error of each energy is $e_i=E_i^{\rm calc}-E_i^{\rm true}$. Over a common ensemble of possible errors, each $e_i$ has standard error (standard deviation about its mean) $s=100$ meV, and the correlation coefficient of $e_1$ and $e_2$ is $r=0.98$. These values are set for the exercise; they are not the computed accuracy of a particular method.

## Part (a)

**Find the standard error of $D=E_2-E_1$. What would it be if the errors were uncorrelated?**

*Answer.* The error of $D$ is $e_D=e_2-e_1$. Let $\delta_i=e_i-\langle e_i\rangle$ be the deviation from the mean error, where angle brackets denote the ensemble average. Averaging is linear, so the deviation of $e_D$ from its own mean is $\delta_2-\delta_1$. For general standard errors $s_1$ and $s_2$,

$$\sigma_D^2=\langle(\delta_2-\delta_1)^2\rangle=\langle\delta_2^2\rangle+\langle\delta_1^2\rangle-2\langle\delta_1\delta_2\rangle .$$

The first two averages are $s_2^2$ and $s_1^2$. The correlation coefficient is defined by $r=\langle\delta_1\delta_2\rangle/(s_1s_2)$, so that

$$\sigma_D^2=s_1^2+s_2^2-2r\,s_1s_2 .\tag{1}$$

The minus sign comes from the subtraction; for a sum of energies it would be a plus. With $s_1=s_2=s$,

$$\sigma_D^2=2s^2(1-r)=2\times(100\ \text{meV})^2\times0.02=400\ \text{meV}^2,$$

$$\sigma_D=20\ \text{meV}.$$

For $r=0$ the result would be $\sqrt2\,s=141$ meV. Nothing was assumed about the shape of the error distribution except that its variances are finite. Integrating $(e_2-e_1)^2$ over a joint normal density with the given $s$ and $r$, and taking the square root, also gives 20.00 meV.

The correlation in (1) is that of the *errors* of these two phases. A correlation between calculated energies across a set of different materials is another quantity and cannot be put in its place.

## Part (b)

**Each energy is uncertain by 100 meV. Explain how the difference can be so much sharper, and find the standard error of the mean energy $(E_1+E_2)/2$. For which $r$ is the difference better known than a single energy?**

*Answer.* A simple mechanism is an error with a shared part $c$ and private parts $p_1,p_2$, all mutually uncorrelated:

$$e_1=c+p_1,\qquad e_2=c+p_2 .$$

The covariance of $e_1$ and $e_2$ is then the variance of $c$ alone, which must equal $rs^2$. The rest of each variance, $(1-r)s^2$, belongs to the private part. The standard deviations are

$$\sqrt{0.98}\times100=98.99\ \text{meV (shared)},\qquad \sqrt{0.02}\times100=14.14\ \text{meV (private)}.$$

In $e_2-e_1=p_2-p_1$ the shared part drops out, and the two private parts add in quadrature: $\sqrt2\times14.14=20$ meV. An error in the common reference energy is one contribution to $c$. An error in describing Hf–O bonds is another, to the extent that it is equal in both phases.

The value of $r$ does not prove this mechanism. One may equally write $e_2=re_1+q$, with zero-mean errors and $q$ uncorrelated with $e_1$. Then $s^2=r^2s^2+\langle q^2\rangle$, so $\langle q^2\rangle=(1-r^2)s^2$, and

$$\langle(e_2-e_1)^2\rangle=(1-r)^2s^2+(1-r^2)s^2=(1-r)s^2\,[(1-r)+(1+r)]=2(1-r)s^2 ,$$

as before. The variance of the difference depends on $s$ and $r$, not on the story told about them.

For the mean energy the cross term has a plus sign:

$$\sigma_{\rm mean}^2=\tfrac14\left(2s^2+2rs^2\right)=\tfrac12 s^2(1+r)=9900\ \text{meV}^2,\qquad \sigma_{\rm mean}=99.5\ \text{meV}.$$

The uncertainty has therefore not disappeared. It lies almost wholly in a common shift of both energies, which matters for a heat of formation but not for the order of the phases.

The difference is better known than one energy if $2s^2(1-r)<s^2$, that is, if $r>\tfrac12$. As $r\to1$ the standard error of the difference goes to zero. At $r=-1$ it reaches $2s=200$ meV, because the errors then always have opposite deviations.

## Part (c)

**How firm is the answer to (a)? Consider (i) that $r$ is quoted to two digits, (ii) that the second standard error might be 110 meV, and (iii) that the mean errors of the two phases might differ by 15 meV. Change one thing at a time.**

*Answer.* (i) Differentiate $\sigma_D^2=2s^2(1-r)$ with respect to $r$ at fixed $s$:

$$2\sigma_D\frac{d\sigma_D}{dr}=-2s^2\quad\Rightarrow\quad\frac{d\sigma_D}{dr}=-\frac{s^2}{\sigma_D}=-\frac{10^4}{20}\ \text{meV}=-500\ \text{meV}.$$

A change of 0.005 in $r$ thus moves $\sigma_D$ by about 2.5 meV. The full formula gives 22.4 meV at $r=0.975$ and 17.3 meV at $r=0.985$. The quoted $r=0.98$ therefore supports "about 20 meV", with a range of roughly 17 to 22 meV from rounding alone. The slope grows in size as $\sigma_D$ falls, so the stronger the cancellation, the more accurately $r$ must be known. It is then safer to form the difference for each member of the ensemble and take the spread of these differences directly.

(ii) Add and subtract $2s_1s_2$ in (1):

$$\sigma_D^2=(s_1-s_2)^2+2(1-r)s_1s_2 .\tag{2}$$

For 100 and 110 meV this is $100+0.04\times11\,000=540$ meV², so $\sigma_D=23.2$ meV. The second term cannot be negative, since $r\le1$. Hence $|s_1-s_2|$, here 10 meV, is a lower limit that no correlation can remove. Errors that rise and fall together but by different amounts do not cancel fully.

(iii) A standard error measures scatter about the mean error, so a difference $b=\langle e_2\rangle-\langle e_1\rangle$ does not enter $\sigma_D$. It does enter the mean square error:

$$\langle e_D^2\rangle=\langle(\delta_2-\delta_1+b)^2\rangle=\sigma_D^2+b^2,$$

because the cross term $2b\langle\delta_2-\delta_1\rangle$ vanishes. With $b=15$ meV the root-mean-square error is $\sqrt{400+225}=25$ meV. An equal bias in both phases would cancel. A bias that favours one structure does not, and the spread of an ensemble whose members all share it will not reveal it.

## Part (d)

**The calculated gap is $G=E_2-E_1=80$ meV per f.u., with the polar phase higher. For jointly normal errors of zero mean, find the chance that the true order is the reverse. Compare $r=0.98$ with $r=0$.**

*Answer.* The true gap is $G-e_D$. It is negative if $e_D>G$. We take the distribution of $e_D$ to be unchanged by knowledge of the calculated $G$, which means that no prior knowledge favours one true gap over another. A difference of jointly normal errors is normal, so

$$P_{\rm wrong}=Q\!\left(\frac{G}{\sigma_D}\right),\qquad Q(z)=\frac1{\sqrt{2\pi}}\int_z^\infty e^{-t^2/2}\,dt .$$

For $r=0.98$ the argument is $80/20=4.0$ and $P_{\rm wrong}=3.2\times10^{-5}$. For $r=0$ it is $80/141.4=0.566$ and $P_{\rm wrong}=0.29$. With the same two standard errors, the calculation either settles the order or says little about it, depending on the correlation.

## Part (e)

**Now drop the assumption of normal errors but keep zero means. Derive the smallest upper bound on $P(e_D\ge G)$ that follows from $\sigma_D$. Then examine this case: each error is $+100$ or $-100$ meV with equal chance, and the two have the same sign with probability 0.99.**

*Answer.* Take any $u\ge0$. Where $e_D\ge G$, we have $e_D+u\ge G+u>0$, so the ratio $(e_D+u)^2/(G+u)^2$ is at least 1. Elsewhere it is at least 0. Its average is therefore no smaller than the probability sought:

$$P(e_D\ge G)\le\frac{\langle(e_D+u)^2\rangle}{(G+u)^2}=\frac{\sigma_D^2+u^2}{(G+u)^2},$$

where $\langle e_D\rangle=0$ removed the cross term. The derivative with respect to $u$ vanishes when

$$2u(G+u)=2(\sigma_D^2+u^2)\quad\Rightarrow\quad u=\frac{\sigma_D^2}{G}.$$

The derivative is negative below this $u$ and positive above it, so this is the minimum. Inserting it,

$$\frac{\sigma_D^2+\sigma_D^4/G^2}{(G+\sigma_D^2/G)^2}
=\frac{\sigma_D^2(G^2+\sigma_D^2)}{(G^2+\sigma_D^2)^2}
=\frac{1}{1+G^2/\sigma_D^2}.\tag{3}$$

For $G/\sigma_D=4$ the bound is $1/17=0.059$. No smaller bound is possible. Let $e_D$ be $+80$ meV with probability $1/17$ and $-5$ meV with probability $16/17$. Its mean is $(80-80)/17=0$, its variance is $(6400+400)/17=400$ meV², and it meets the bound.

In the two-valued case each error has mean zero and variance $100^2$ meV². The product $e_1e_2$ is $+100^2$ with probability 0.99 and $-100^2$ with probability 0.01, so $r=0.99-0.01=0.98$. These are the data of the question. The difference is zero with probability 0.99, and $+200$ or $-200$ meV with probability 0.005 each. Its variance is $0.01\times200^2=400$ meV², so again $\sigma_D=20$ meV.

Yet 20 meV is not a typical error here: the difference is mostly free of error and now and then wrong by 200 meV. The chance of a reversed order is 0.005, about 160 times the normal value, though well below the bound. The standard error fixes the mean square of the fluctuation; the chance of a large error needs the tail of the distribution as well.

## Part (f)

**The gap in (d) is a static bulk energy difference. Estimate how it shifts in a memory film at 300 K, using these rough or assumed values:**

- **volume per f.u. $\Omega=0.034$ nm³;**
- **polarization $P=50$ µC/cm², along a field $\mathcal E=2$ MV/cm;**
- **spherical grains of diameter $d=10$ nm, with the surface energy of the monoclinic phase higher by $\gamma=0.3$ J/m²;**
- **nine oscillators per f.u. with quantum 40 meV, softer by 3 % in the polar phase;**
- **1 % equal biaxial strain in the polar phase only, Young modulus $Y=210$ GPa, Poisson ratio $\nu=0.3$.**

**Is the order of the phases still settled?**

*Answer.* We add the shifts, each calculated with the others absent. Couplings between them are left out, though they can amount to several meV. For example, if the vibrational quanta fall by 1 to 2 % for each 1 % gain in volume, the strain assumed here moves the gap by a further 3 to 6 meV, down for tension and up for compression. A negative shift favours the polar phase. The conversion is 1 meV $=1.602\times10^{-22}$ J.

*Field.* At fixed field, a polarization along it lowers the energy density by $P\mathcal E=0.50\ \text{C/m}^2\times2\times10^8\ \text{V/m}=10^8\ \text{J/m}^3$. Per formula unit,

$$-P\mathcal E\,\Omega=-10^8\times3.4\times10^{-29}\ \text{J}=-3.4\times10^{-21}\ \text{J}=-21.2\ \text{meV}.$$

A domain opposed to the field is raised by the same amount. The difference in linear dielectric response of the phases is left out. We also assume that charges at the electrodes and grain boundaries fully screen the bound charge of the polar grain. This matters: with no screening, a uniformly polarized sphere of relative permittivity $\epsilon_r$ in vacuum would be raised by $P^2\Omega/[2\epsilon_0(\epsilon_r+2)]$ per formula unit, roughly 90 to 140 meV for $\epsilon_r$ between 30 and 20. The field inside such a sphere would be 18 to 26 MV/cm, about ten times the applied field, so a real grain would not stay uniformly polarized; the figure only shows how large the cost is that screening must remove.

*Surface.* A sphere has surface-to-volume ratio $\pi d^2/(\pi d^3/6)=6/d$. We give both phases the same volume per formula unit, and hence the same surface area. (In reality the polar phase is roughly 4 % denser, so its grain has about 2.5 % less area. For a monoclinic surface energy of 1 to 3 J/m² this would lower the gap by a further 3 to 9 meV, which we leave out.) The monoclinic grain pays the excess, so the gap shifts by

$$-\frac{6\gamma\Omega}{d}=-\frac{6\times0.3\times3.4\times10^{-29}}{10^{-8}}\ \text{J}=-6.1\times10^{-21}\ \text{J}=-38.2\ \text{meV}.$$

*Vibrations.* An oscillator with quantum $w$ has levels $(n+\tfrac12)w$. The geometric sum over $n$ gives the partition function $Z=e^{-w/2k_BT}/(1-e^{-w/k_BT})$, and hence the free energy

$$F(w)=-k_BT\ln Z=\frac w2+k_BT\ln\!\left(1-e^{-w/k_BT}\right).$$

Three atoms have nine modes. The softer quantum is $0.97\times40=38.8$ meV, and at 300 K

$$9\,[F(38.8\ \text{meV})-F(40\ \text{meV})]=9\times(12.88-13.81)\ \text{meV}=-8.4\ \text{meV}.$$

*Strain.* Treat the phase as elastically isotropic and free to relax along the film normal, so that the normal stress is zero. With equal in-plane stresses $\tau$, Hooke's law gives the in-plane strain $\varepsilon=(\tau-\nu\tau)/Y$, so $\tau=Y\varepsilon/(1-\nu)$. Two in-plane directions each store $\tfrac12\tau\varepsilon$ per volume, together $Y\varepsilon^2/(1-\nu)$. The shift is

$$\frac{Y\varepsilon^2\Omega}{1-\nu}=\frac{2.1\times10^{11}\times10^{-4}\times3.4\times10^{-29}}{0.7}\ \text{J}=1.02\times10^{-21}\ \text{J}=+6.4\ \text{meV}.$$

If the monoclinic phase were the strained one, the sign would be reversed.

The sum, taken before the terms are rounded, is $-61.5$ meV, which leaves a gap of $80-61.5=18.5$ meV. That is $0.93\,\sigma_D$. For normal errors the chance of a reversed order rises from $3.2\times10^{-5}$ to 0.18, even with the shifts taken as free of error. For a domain aligned with the applied field, the order is no longer settled. With the field off, as when a bit is only stored, the same estimate leaves a gap of about 40 meV, or $2.0\,\sigma_D$, and the chance of a reversed order is 0.02. Incomplete screening of the bound charge would raise the polar phase and widen this gap. The standard error of $D$ is unchanged; what has changed is the gap with which it must be compared. Independent uncertainty in the shifts would add in quadrature to the 20 meV.

*Comparison with real films.* Bulk hafnia is monoclinic at room conditions, while thin ferroelectric films can contain the polar orthorhombic phase. A gap of several tens of meV per f.u., grains near 10 nm and fields of a few MV/cm are of the right rough size. The polarization of 50 µC/cm² suits a single domain aligned with the field; the remanent value of a polycrystalline film is often nearer 20 µC/cm². If all grains are polar and the lower value comes from tilted axes, then with all else fixed the field shift averaged over the film is $0.4\times21.2=8.5$ meV and the average remaining gap is about 31 meV, while single poled grains lie between 18.5 and 40 meV. If it comes instead from a fraction of non-polar grains, the aligned polar grains keep the 18.5 meV gap. The shift of a single polar grain depends on the tilt of its polar axis from the field. The largest of the four shifts, that of the surface, rests on an idealized picture, a sphere with its whole surface free but its bound charge screened. Grains in a film meet electrodes and other grains, and halving $\gamma$ alone would return 19 meV to the gap. Dopants and oxygen vacancies are absent from the estimate. So are the rates of transformation: a film may keep a phase that is not the lowest in free energy, so the energy order alone does not predict which phase is found.

The values used here are listed in the numerical output below.

## Numbers as computed

```
standard error of each energy: 100 meV
correlation of errors: 0.98
variance of difference: 400.0 meV^2
standard error of difference: 20.00 meV
same by integration of joint density: 20.00 meV
same for correlation 0: 141.4 meV
shared part of error: 98.99 meV
private part of each error: 14.14 meV
standard error of mean energy: 99.50 meV
slope d(sd)/dr: -500 meV
sd of difference at r = 0.970: 24.49 meV
sd of difference at r = 0.975: 22.36 meV
sd of difference at r = 0.985: 17.32 meV
sd of difference at r = 0.990: 14.14 meV
sd for errors 100 and 110 meV, r = 0.98: 23.24 meV
sd for the same errors, r = 1: 10.00 meV
rms error with bias difference 15 meV: 25.00 meV
two-valued errors, chance of equal sign: 0.99
two-valued errors, sd of difference: 20.00 meV
calculated gap (rough input): 80 meV per f.u.
gap / sd, r = 0.98: 4.00
gap / sd, r = 0: 0.566
chance of wrong order, normal, r = 0.98: 3.17e-05
chance of wrong order, normal, r = 0: 0.286
chance of wrong order, two-valued errors: 0.0050
upper bound for any zero-mean errors: 0.0588
volume per f.u. (rough): 0.034 nm^3
polarization (rough): 50 uC/cm2
field (rough): 2.0 MV/cm
surface energy excess (rough): 0.3 J/m^2
grain diameter (rough): 10 nm
temperature: 300 K
mean phonon energy (rough): 40 meV
softening in polar phase (assumed): 3 %
Young modulus (rough): 210 GPa
Poisson ratio (rough): 0.3
biaxial strain of polar phase (assumed): 1 %
gap shift by field: -21.2 meV per f.u.
gap shift by surface: -38.2 meV per f.u.
gap shift by vibrations: -8.4 meV per f.u.
gap shift by strain: 6.4 meV per f.u.
sum of shifts: -61.5 meV per f.u.
gap in use: 18.5 meV per f.u.
gap in use / sd: 0.93
chance of wrong order in use, normal: 0.177
```
